# Domain-wall creep in random-bond disorder: the exponent one quarter, part 1

(Sections cited here and not found follow in the second part.)

## 1. The wall as a rough elastic line

### A segment of fixed slope

A straight domain wall lies in a thin magnetic film. A field favours the domain behind it, so the wall gains energy by advancing. Let a piece of length $L$ bulge forward as a triangle of height $u$. Its two sides have slopes $\pm 2u/L$. If the wall has stiffness $\varepsilon$, an energy per length, a small slope $u'$ costs $\varepsilon u'^2/2$ per unit length. If each unit of swept area releases an energy $f$, the triangle has the energy

$$E=\frac{\varepsilon}{2}\left(\frac{2u}{L}\right)^2L-f\,\frac{uL}{2}=\frac{2\varepsilon u^2}{L}-\frac{fuL}{2}. \tag{1}$$

Suppose first that something forces every bulge to have the same proportions, $u=pL$ with fixed $p$. Then

$$E(L)=2\varepsilon p^2L-\tfrac12 fp\,L^2. \tag{2}$$

The cost grows as $L$ and the gain as $L^2$. A short bulge shrinks back and a long one grows. The top of this parabola follows from $dE/dL=2\varepsilon p^2-fpL=0$:

$$L^*=\frac{2\varepsilon p}{f},\qquad E^*=\frac{4\varepsilon^2p^3}{f}-\frac{2\varepsilon^2p^3}{f}=\frac{2\varepsilon^2p^3}{f}. \tag{3}$$

Halving the drive doubles both the critical length and the barrier. Small drives therefore demand large rearrangements, and these are costly.

The example also shows what is missing. If the wall could choose $p$ freely, it would let $p\to0$ and the barrier would vanish: a clean elastic line slides without activation. A barrier needs disorder, which holds the wall in preferred positions and decides how far a segment of length $L$ must move to find another one. The function $u(L)$ is thus the central input. For random-bond disorder it is not proportional to $L$ but to $L^{2/3}$, and this changes the exponent of the barrier from 1 to $1/4$.

### Stiffness and drive from the magnetization

Let $\theta$ be the angle of the magnetization from the film normal and $n$ the coordinate across the wall. With exchange stiffness $A$ and effective perpendicular anisotropy $K$, the energy per wall area is

$$\sigma=\int_{-\infty}^{\infty}\left[A\left(\frac{d\theta}{dn}\right)^2+K\sin^2\theta\right]dn. \tag{4}$$

The local part of the demagnetizing energy is included in $K$. Completing the square gives

$$\sigma=\int\left(\sqrt A\,\frac{d\theta}{dn}-\sqrt K\sin\theta\right)^2dn+2\sqrt{AK}\int_0^\pi\sin\theta\,d\theta. \tag{5}$$

The second integral equals 2 for any monotonic or non-monotonic path from $0$ to $\pi$, because it depends on the end points alone. The first is not negative and vanishes when $d\theta/dn=\sin\theta/\Delta$. Hence

$$\sigma=4\sqrt{AK},\qquad \Delta=\sqrt{A/K},\qquad \theta(n)=2\arctan e^{n/\Delta}. \tag{6}$$

The profile satisfies the condition because both $\sin\theta$ and $\Delta\,d\theta/dn$ equal $1/\cosh(n/\Delta)$.

Let $x$ run along the mean wall direction and let $u(x)$ be the displacement. If the film thickness $t$ is much smaller than every length over which the wall bends, the wall moves as a unit through the thickness and is a line. Its energy is $\sigma t$ times its length. For small slopes,

$$\sigma t\int\left(\sqrt{1+u'^2}-1\right)dx\simeq\frac{\varepsilon}{2}\int u'^2\,dx,\qquad \varepsilon=\sigma t. \tag{7}$$

This assumes that $\sigma$ does not depend on the wall's direction and that elasticity is local. The nonlocal dipolar part is estimated in the second half.

The energy density in an applied flux density $B=\mu_0H$ is $-\mathbf M\cdot\mathbf B$. When the wall passes, the magnetization changes from $-M_s$ to $+M_s$ along the field, and the energy density changes from $+M_sB$ to $-M_sB$. The energy released per unit film area is therefore

$$f=2M_sBt. \tag{8}$$

This fixes the factor 2 and the minus sign in front of $f$ in Eq. (1).

### What random-bond disorder means

Fluctuations of exchange, anisotropy or thickness change the energy of the wall where it stands. They add

$$\int V\big(x,u(x)\big)\,dx \tag{9}$$

to the line energy, where $V$ is a random energy per length with zero mean and short-range correlations. This is random-bond disorder. It differs from a random field, which favours one domain or the other and so gives an energy that depends on the entire area swept.

For the calculation we idealize the correlations as

$$\langle V(x,y)V(x',y')\rangle=\Lambda\,\delta(x-x')\,\delta(y-y'). \tag{10}$$

In a film the disorder has a finite range $\xi$. The idealization concerns behaviour at displacements beyond $\xi$; we assume that a finite range changes amplitudes there but not exponents.

### Free energy of a line with one fixed end

Let the line start at $u(0)=0$ and end at $u(L)=y$. Its partition function $Z(y,L)$ sums $e^{-\text{energy}/k_BT}$ over all intermediate shapes. Add a short piece of length $\delta$, over which the displacement changes by $\eta$. Its elastic energy is $\varepsilon\eta^2/(2\delta)$, so $\eta$ has a Gaussian weight with zero mean and variance $k_BT\delta/\varepsilon$. With the weight normalized, which merely shifts the free energy by a constant per length,

$$Z(y,L+\delta)=\left\langle Z(y-\eta,L)\right\rangle_\eta\,e^{-V\delta/k_BT}. \tag{11}$$

Expand to first order in $\delta$. The term linear in $\eta$ averages to zero, and the quadratic one gives $\tfrac12\langle\eta^2\rangle Z''$. Thus

$$\frac{\partial Z}{\partial L}=\frac{k_BT}{2\varepsilon}Z''-\frac{V}{k_BT}Z, \tag{12}$$

where primes on $Z$ and $F$ denote derivatives with respect to $y$. Here $V$ is treated as a smooth function; the white-noise limit adds a uniform constant that does not affect free-energy differences.

Now put $Z=e^{-F/k_BT}$. Then

$$\frac{\partial Z}{\partial L}=-\frac{Z}{k_BT}\frac{\partial F}{\partial L},\qquad Z''=Z\left[\frac{F'^2}{(k_BT)^2}-\frac{F''}{k_BT}\right]. \tag{13}$$

Insert these in Eq. (12) and multiply by $-k_BT/Z$:

$$\frac{\partial F}{\partial L}=\frac{k_BT}{2\varepsilon}F''-\frac{F'^2}{2\varepsilon}+V(L,y). \tag{14}$$

The length $L$ plays the part of time. The first term smooths $F$ and the last roughens it. The quadratic term is the energy gained by arriving from a more favourable neighbouring position: the minimum of $-F'\eta+\varepsilon\eta^2/(2\delta)$ over $\eta$ is $-F'^2\delta/(2\varepsilon)$.

### The stationary law of the slopes

We need the typical difference of $F$ between two end points. Place $y$ on a ring of sites with spacing $c$, write $h_i=F(y_i)$ and $s_i=h_i-h_{i-1}$, and let $\nu=k_BT/(2\varepsilon)$. A discrete form of Eq. (14) is

$$\frac{dh_i}{dL}=\frac{\nu}{c^2}(s_{i+1}-s_i)-\frac{N_i}{2\varepsilon c^2}+V_i,\qquad N_i=\frac{s_i^2+s_is_{i+1}+s_{i+1}^2}{3}. \tag{15}$$

For smooth $F$ both slopes approach $cF'$, so $N_i/c^2\to F'^2$, as required. A delta function in $y$ becomes $1/c$ on a site, so $V_i$ is white noise of strength $\Lambda/c$.

Try a probability density $P\propto e^{-\kappa W}$ with $W=\tfrac12\sum_is_i^2$. Since $h_i$ appears in $s_i$ and, with a minus sign, in $s_{i+1}$,

$$\frac{\partial W}{\partial h_i}=s_i-s_{i+1}. \tag{16}$$

The smoothing term is therefore $-(\nu/c^2)\,\partial W/\partial h_i$. Together with the diffusion caused by noise of strength $\Lambda/c$, it gives the probability current

$$J_i=-\frac{\nu}{c^2}\frac{\partial W}{\partial h_i}P-\frac{\Lambda}{2c}\frac{\partial P}{\partial h_i}
=\left(-\frac{\nu}{c^2}+\frac{\kappa\Lambda}{2c}\right)\frac{\partial W}{\partial h_i}P. \tag{17}$$

It vanishes for $\kappa=2\nu/(\Lambda c)$. The nonlinear term must then leave $P$ unchanged by itself. Its contribution to $\partial P/\partial L$ is proportional to

$$\sum_i\frac{\partial(N_iP)}{\partial h_i}=P\left[\sum_i\frac{\partial N_i}{\partial h_i}-\kappa\sum_iN_i\frac{\partial W}{\partial h_i}\right]. \tag{18}$$

For the first sum, use $\partial s_i/\partial h_i=1$ and $\partial s_{i+1}/\partial h_i=-1$:

$$\frac{\partial N_i}{\partial h_i}=\frac{(2s_i+s_{i+1})-(s_i+2s_{i+1})}{3}=\frac{s_i-s_{i+1}}{3}. \tag{19}$$

For the second,

$$N_i(s_i-s_{i+1})=\frac{s_i^3-s_{i+1}^3}{3}. \tag{20}$$

Around a ring each sum telescopes to zero. The Gaussian law is stationary even though the equation is nonlinear.

The slopes thus have variance $1/\kappa=\Lambda c/(2\nu)$ and are independent, apart from the condition that they sum to zero around the ring. For a separation $r$ much smaller than the ring, $r/c$ independent slopes add:

$$\left\langle[F(y+r)-F(y)]^2\right\rangle=\frac rc\,\frac{\Lambda c}{2\nu}=\frac{\Lambda\varepsilon}{k_BT}\,r\equiv\Gamma r. \tag{21}$$

The spacing has dropped out. The typical free-energy difference grows as $r^{1/2}$, like the displacement of a random walk. The divergence of $\Gamma$ at low temperature belongs to the zero-range idealization (10); with finite $\xi$ the energy differences of a segment of finite length stay finite.

### The exponent two thirds

The fixed starting point adds a smooth cost. Write $u(x)=yx/L+\tilde u(x)$, where $\tilde u$ vanishes at both ends. Then

$$\frac\varepsilon2\int_0^Lu'^2dx=\frac{\varepsilon y^2}{2L}+\frac{\varepsilon y}{L}\int_0^L\tilde u'\,dx+\frac\varepsilon2\int_0^L\tilde u'^2dx. \tag{22}$$

The middle integral is $\tilde u(L)-\tilde u(0)=0$. The tilted disorder $V(x,yx/L+\tilde u)$ has the same statistics as the untilted one, because values at different $x$ are independent. So $F$ is the parabola $\varepsilon y^2/(2L)$ plus a random part whose distribution does not depend on $y$.

A free end moves away from $y=0$ as long as the random gain can pay for the parabola. We assume that the random part has the local growth (21) up to the distance $u$ reached by the end. Balancing typical sizes gives

$$\frac{\varepsilon u^2}{2L}\sim(\Gamma u)^{1/2}\;\Longrightarrow\;u^{3/2}\sim\frac{2\Gamma^{1/2}}{\varepsilon}L\;\Longrightarrow\;u\propto L^{2/3}. \tag{23}$$

The energy at stake is

$$\frac{\varepsilon u^2}{L}\propto L^{4/3-1}=L^{1/3}. \tag{24}$$

Equation (21) was derived; the step to Eq. (23) is a scaling argument. It can be examined in a different model, at zero temperature. Take paths on a square lattice whose displacement changes by $\pm1$ at each step, give each site an independent random energy equal to minus an exponentially distributed number, and find the path of lowest energy from a fixed start to a free end. In 3000 samples, with lengths from 32 to 512 steps, the root-mean-square end displacement grows with exponent 0.670 and the spread of the lowest energy with exponent 0.346. The predictions are $2/3$ and $1/3$. At length 512, the variance of energy differences between end points one to eight sites apart grows with exponent 0.953, against 1 in Eq. (21). The first two exponents change by about 0.01 between samples of this size, comparable with their deviations. The third has a sampling error near 0.004, so its shortfall from 1 is systematic at this length and these separations.

It remains to attach a scale. Let $L_c$ be the shortest length at which disorder can displace the wall by its own range $\xi$. For $L>L_c$ we write

$$u(L)=\xi\left(\frac L{L_c}\right)^{2/3}. \tag{25}$$

Below $L_c$ the wall is too stiff to explore separate minima, and Eq. (25) does not apply.

## 2. The creep barrier and the moving wall

The wall is a line of stiffness $\varepsilon=\sigma t$ with $\sigma=4\sqrt{AK}$ and width parameter $\Delta=\sqrt{A/K}$. A flux density $B$ drives it with the energy $f=2M_sBt$ per swept area. Here $A$, $K$, $M_s$ and $t$ are the exchange stiffness, anisotropy, magnetization and film thickness. Random-bond disorder of range $\xi$ gives a segment of length $L>L_c$ the displacement $u=\xi(L/L_c)^{2/3}$, Eq. (25), and the elastic energy scale $\varepsilon u^2/L\propto L^{1/3}$, Eq. (24).

### The energy of a segment

To advance, a segment must pass from one favourable configuration to another about $u(L)$ away. The states between them are less favourable. We now make the central physical hypothesis: the height of the intervening barrier scales with $L$ as the elastic energy does. The statics has one energy scale at each length, and the hypothesis says that the barriers introduce no larger one. It is not proved here, and the lattice results above concern minima, not barriers.

A second assumption is that the drive is weak, so that segments up to the critical length keep their equilibrium roughness. Then

$$E(L)=a\,\frac{\varepsilon u^2}{L}-b\,fuL. \tag{26}$$

The positive numbers $a$ and $b$ describe the shape. Equation (1) shows that a triangle has $a=2$ and $b=1/2$. For a bulge pinned at both ends with peak height $u$, elasticity alone requires $a\ge2$ and $b<1$. The ratio $a/b^2$ does not depend on how $u$ is defined and is at least 6, the value for a parabola ($a=8/3$, $b=2/3$). The choice $a=b=1$ used below is therefore a convention that displays the scales, not a shape; it amounts to a barrier well below the elastic cost of any pinned bulge. Define

$$s=\frac L{L_c},\qquad U_c=\frac{\varepsilon\xi^2}{L_c},\qquad f_c=\frac{\varepsilon\xi}{L_c^2}. \tag{27}$$

With $u=\xi s^{2/3}$, the elastic term is $a\varepsilon\xi^2s^{4/3}/(L_cs)=aU_cs^{1/3}$. The drive term contains $f\xi L_cs^{5/3}$, and $\xi L_c=U_c/f_c$. Therefore

$$E=U_c\left[a\,s^{1/3}-b\,\frac f{f_c}\,s^{5/3}\right]. \tag{28}$$

A scaling argument has given the wall's roughness, $u\propto L^{2/3}$, and the hypothesis that barriers scale as the elastic energy has led to the segment energy (28). It remains to find the maximum of this energy, derive the creep law from it, and examine the numbers and limits for a racetrack film.
